# Tunnelling through one trap: matched rates and the half exponent: a program that tests the result

```python
"""Sequential tunnelling through one trap in an insulating barrier.
Result under test: when only the trap position x varies, the throughput
R = Gin*Gout/(Gin+Gout) peaks at Gin = Gout, and there
R_max = sqrt(g)*(phi/hbar)*sqrt(T), T = direct transmission ~ exp(-2*kappa*d),
so the trap path has half the direct exponent.
Symbols: d thickness, phi barrier height at the trap energy, kappa decay
constant, g spin factor of entrance, Gin and Gout entrance and exit rates.
Internal units: nm, eV, s. Energies are measured from the trap level.
Electrode 1 is the source (oxide contact), electrode 2 the drain (metal).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import digamma, expit

HB = sc.hbar / sc.e                                # eV s
C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18        # hbar^2/(2 m0), eV nm^2
# Rough typical inputs
D, PHI, MB = 5.0, 2.4, 0.30
E1, M1 = 0.9, 0.35          # kinetic energy and mass in the oxide contact
E2, M2 = 7.0, 1.0           # kinetic energy and mass in the metal
BIAS, TEMP, SPIN = 0.2, 300.0, 2
GAP, EPS_OPT, BREAKDOWN = 6.6, 3.0, 8.0            # eV, 1, MV/cm
RELAX, ATTEMPT, TRAPS = 1.0, 1e13, 1e18            # eV, 1/s, 1/(cm^3 eV)
KT = sc.k * TEMP / sc.e


def wavenumber(mass, energy):
    return np.sqrt(mass * energy / C)


def velocity(k, mass):
    return 2 * C * k / (mass * HB)


KAPPA = wavenumber(MB, PHI)
U = velocity(KAPPA, MB)
V1 = velocity(wavenumber(M1, E1), M1)
V2 = velocity(wavenumber(M2, E2), M2)
NU1 = 4 * KAPPA * V1 * U**2 / (U**2 + V1**2)
NU2 = 4 * KAPPA * V2 * U**2 / (U**2 + V2**2)


def trap_rates(x, d=D):
    """Decay rates of the trap state into electrodes 1 and 2, one spin."""
    return NU1 * np.exp(-2 * KAPPA * x), NU2 * np.exp(-2 * KAPPA * (d - x))


def direct_formula(u, v1, v2, kappa, d):
    return (16 * u**2 * v1 * v2 * np.exp(-2 * kappa * d)
            / ((u**2 + v1**2) * (u**2 + v2**2)))


def best_position(g, d=D):
    return d / 2 + np.log(g * NU1 / NU2) / (4 * KAPPA)


# ---- Exact one-dimensional wave problem, with or without a trap ----
def incident(energy, d, x0=None, drop=0.0):
    """Incident amplitude for unit outgoing wave, and flux ratio."""
    energy = np.asarray(energy, complex)
    k1, k2 = wavenumber(M1, E1 + energy), wavenumber(M2, E2 + energy)
    psi, chi = np.ones_like(energy), 1j * k2 / M2   # chi = psi'/mass
    cut = d / 2 if x0 is None else x0
    slices = 30 if drop else 1
    for start, length in ((cut, d - cut), (0.0, cut)):
        step = length / slices
        for j in reversed(range(slices)):
            middle = start + (j + 0.5) * step
            height = PHI + drop * (0.5 - middle / d)
            q = wavenumber(MB, height - energy)
            ch, sh = np.cosh(q * step), np.sinh(q * step)
            psi, chi = (ch * psi - MB / q * sh * chi,
                        ch * chi - q / MB * sh * psi)
        if start > 0 and x0 is not None:            # zero-range well
            depth = PHI + drop * (0.5 - x0 / d)
            chi = chi + 2 * wavenumber(MB, depth) / MB * psi
    return (psi + chi * M1 / (1j * k1)) / 2, (k2 / M2) / (k1 / M1)


def transmission(energy, d, x0=None, drop=0.0):
    amplitude, flux = incident(energy, d, x0, drop)
    return flux.real / np.abs(amplitude)**2


def decay_pole(x0, d, drop=0.0):
    """Complex energy at which only outgoing waves exist."""
    h = 1e-6
    slope = (incident(h, d, x0, drop)[0]
             - incident(-h, d, x0, drop)[0]) / (2 * h)
    energy = 0j
    for _ in range(12):
        energy = energy - incident(energy, d, x0, drop)[0] / slope
    return complex(energy)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)


def coherent_rate(x0, d, drop=0.0):
    """Transmission integrated over the resonance, divided by h."""
    pole = decay_pole(x0, d, drop)
    width, limit = -pole.imag, np.arctan(2000.0)
    angle = limit * NODES
    t = transmission(pole.real + width * np.tan(angle), d, x0, drop)
    area = np.sum(WEIGHTS * limit * t * width / np.cos(angle)**2)
    return area / (2 * np.pi * HB)


def best_coherent(d, drop=0.0):
    found = minimize_scalar(lambda x: -np.log(coherent_rate(x, d, drop)),
                            bounds=(d / 2 - 0.4, d / 2 + 0.4),
                            method="bounded", options={"xatol": 1e-5})
    return found.x, np.exp(-found.fun)


t_direct = float(transmission(0.0, D))
assert abs(direct_formula(U, V1, V2, KAPPA, D) / t_direct - 1) < 1e-6

# Decay rate from the pole against the matched-tail formula
x_probe = 2.2
pole_rate = -2 * decay_pole(x_probe, D).imag / HB
assert abs(pole_rate / sum(trap_rates(x_probe)) - 1) < 1e-3

# Away from the optimum too; cut resonance tails cost about 3e-4
for x_probe in (2.1, 2.5, 2.8):
    a, b = trap_rates(x_probe)
    assert abs(coherent_rate(x_probe, D) / (a * b / (a + b)) - 1) < 1e-3

x_wave, r_wave = best_coherent(D)
assert abs(x_wave - best_position(1)) < 3e-3
assert abs(r_wave / (PHI / HB * np.sqrt(t_direct)) - 1) < 1e-3

# Thickness slopes of the two paths, both from the wave problem
slope_trap = np.log(best_coherent(4.0)[1] / best_coherent(6.0)[1]) / 2
slope_direct = float(np.log(transmission(0., 4.) / transmission(0., 6.))) / 2
assert abs(slope_trap / slope_direct - 0.5) < 1e-3

# Effective layer thickness from a sum over trap positions
grid = np.arange(1.5, 3.5001, 0.05)
layer_wave = 0.05 * sum(coherent_rate(x, D) for x in grid) / r_wave
layer = np.pi / (2 * KAPPA)
assert abs(layer_wave / layer - 1) < 3e-3

# Tilted barriers: same energy throughout, local trap depth in prefactor
tilt = {}
for drop in (BIAS, 1.0):
    x_t, r_t = best_coherent(D, drop)
    t_t = float(transmission(0.0, D, None, drop))
    local = PHI + drop * (0.5 - x_t / D)
    assert abs(r_t / (local / HB * np.sqrt(t_t)) - 1) < 0.03
    tilt[drop] = (x_t, r_t)


# ---- Balance of three trap states: empty, spin up, spin down ----
def balance(rate1, rate2, f1=1.0, f2=0.0):
    """Net rate from electrode 1 and the trap occupation."""
    into = rate1 * f1 + rate2 * f2
    out = rate1 * (1 - f1) + rate2 * (1 - f2)
    scale = into + out
    matrix = np.array([[-2 * into, out, out], [into, -out, 0], [0, 0, 0.]])
    matrix /= scale
    matrix[2] = 1.0
    p = np.linalg.solve(matrix, [0, 0, 1.0])
    filled = p[1] + p[2]
    return 2 * rate1 * f1 * p[0] - rate1 * (1 - f1) * filled, filled


found = minimize_scalar(lambda x: -np.log(balance(*trap_rates(x))[0]),
                        bounds=(1.5, 3.5), method="bounded",
                        options={"xatol": 1e-8})
x_best = best_position(SPIN)
r_best = np.sqrt(SPIN) * PHI / HB * np.sqrt(t_direct)
assert 0 < x_best < D and abs(found.x - x_best) < 1e-5
assert abs(np.exp(-found.fun) / r_best - 1) < 1e-5
g1, g2 = trap_rates(x_best)
occupation = balance(g1, g2)[1]
assert abs(occupation - 0.5) < 1e-6
off_centre = balance(*trap_rates(x_best + 0.5))[0]
faster_exit = balance(g1, 10 * g2)[0] / r_best
assert faster_exit > 1            # matching is no optimum for free rates

# ---- Unequal decay constants: energy lost at the trap ----
loss = 0.5
kappa_out = wavenumber(MB, PHI + loss)


def best_unequal(d):
    def log_time(x):
        return np.logaddexp(2 * KAPPA * x - np.log(NU1),
                            2 * kappa_out * (d - x) - np.log(NU2))
    res = minimize_scalar(log_time, bounds=(0, d), method="bounded",
                          options={"xatol": 1e-9})
    ratio = np.exp(np.log(NU1 / NU2) - 2 * KAPPA * res.x
                   + 2 * kappa_out * (d - res.x))
    return res.fun, ratio


time5, ratio5 = best_unequal(5.0)
time7, _ = best_unequal(7.0)
fraction = kappa_out / (KAPPA + kappa_out)
assert abs(ratio5 / (KAPPA / kappa_out) - 1) < 1e-4
assert abs((time7 - time5) / 2 / (2 * KAPPA) - fraction) < 1e-5

# ---- Size of neglected effects ----
f_source, f_drain = expit(BIAS / 2 / KT), expit(-BIAS / 2 / KT)
thermal = balance(g1, g2, f_source, f_drain)[0] / r_best
escape = ATTEMPT * np.exp(-PHI / KT)
field = BIAS / D * 10                               # MV/cm
exponent = 2 * KAPPA * D
exponent_gap = 2 * D * wavenumber(MB, PHI * (1 - PHI / GAP))

image_unit = sc.e / (8 * np.pi * sc.epsilon_0) * 1e9 / (EPS_OPT * D)


def image_lowering(s):
    return image_unit * (-np.euler_gamma
                         - 0.5 * (digamma(s) + digamma(1 - s)))


n = np.arange(1, 200001)
explicit = image_unit * np.sum(2 * (-1.0)**(n + 1) / n)
assert abs(image_lowering(0.5) / explicit - 1) < 1e-4
exponent_image = 4 * D * quad(
    lambda s: wavenumber(MB, max(PHI - image_lowering(s), 0.0)),
    0, 0.5, limit=200)[0]


# Three-dimensional zero-range trap, resolved into in-plane momenta q
def plane_spectrum(q, a):
    kq = np.sqrt(KAPPA**2 + q**2)
    return KAPPA * q / kq**2 * np.exp(-2 * kq * a)


half = D / 2
momentum_side = quad(lambda q: plane_spectrum(q, half) * 1e9, 0, 15)[0]
space_side = quad(lambda p: 1e9 * KAPPA * p / (p**2 + half**2)
                  * np.exp(-2 * KAPPA * np.hypot(p, half)), 0, 8)[0]
assert abs(momentum_side / space_side - 1) < 1e-6
QN, QW = np.polynomial.legendre.leggauss(200)


def spread_rate(a, mass, kinetic):
    k = wavenumber(mass, kinetic)
    q, w = k * (QN + 1) / 2, k * QW / 2
    v = velocity(np.sqrt(k**2 - q**2), mass)
    u = velocity(np.sqrt(KAPPA**2 + q**2), MB)
    return np.sum(w * plane_spectrum(q, a) * 4 * v * u**2 / (u**2 + v**2))


def spread_pair(x):
    return SPIN * spread_rate(x, M1, E1), spread_rate(D - x, M2, E2)


def series(pair):
    return pair[0] * pair[1] / (pair[0] + pair[1])


found3 = minimize_scalar(lambda x: -np.log(series(spread_pair(x))),
                         bounds=(1.5, 3.5), method="bounded",
                         options={"xatol": 1e-8})
pair3 = spread_pair(found3.x)
r_spread = series(pair3)

# Lattice relaxation: Marcus weight over thermally filled source states
eps = np.linspace(-3, 4, 70001)
step = eps[1] - eps[0]
norm = np.sqrt(4 * np.pi * RELAX * KT)
filled = expit((BIAS / 2 - eps) / KT)
empty = expit((eps - BIAS / 2) / KT)
marcus = step * np.sum(filled * np.exp(-(RELAX - eps)**2
                                       / (4 * RELAX * KT))) / norm
back = step * np.sum(empty * np.exp(-(RELAX + eps)**2
                                    / (4 * RELAX * KT))) / norm
assert abs(back / marcus / np.exp(-BIAS / 2 / KT) - 1) < 1e-4

# Direct current per area: sum over energy window and in-plane momentum
EN, EW = np.polynomial.legendre.leggauss(20)
window, ew = (BIAS / 2 * EN)[:, None], (BIAS / 2 * EW)[:, None]
q_max = wavenumber(M1, E1 - BIAS / 2)
q, qw = q_max * (QN + 1) / 2, q_max * QW / 2
k1q = np.sqrt(M1 * (E1 + window) / C - q**2)
k2q = np.sqrt(M2 * (E2 + window) / C - q**2)
kbq = np.sqrt(MB * (PHI - window) / C + q**2)
t_all = direct_formula(velocity(kbq, MB), velocity(k1q, M1),
                       velocity(k2q, M2), kbq, D)
flow_direct = np.sum(ew * qw * q / (2 * np.pi) * t_all) / (np.pi * HB)
equal_area = r_best / flow_direct * 1e-6            # um^2
equal_area_real = r_spread * marcus / flow_direct * 1e-6
sheet = TRAPS * BIAS * layer * 1e-7                 # 1/cm^2


def show(label, value, unit="", form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("oxide thickness d", D, "nm")
show("barrier height phi at trap energy", PHI, "eV")
show("oxide tunnelling mass", MB, "m0")
show("contact kinetic energy", E1, "eV")
show("contact mass", M1, "m0")
show("metal kinetic energy", E2, "eV")
show("metal mass", M2, "m0")
show("voltage across oxide", BIAS, "V")
show("temperature", TEMP, "K")
show("decay constant kappa", KAPPA, "1/nm")
show("oxide velocity scale u", U * 1e-9, "m/s")
show("contact velocity v1", V1 * 1e-9, "m/s")
show("metal velocity v2", V2 * 1e-9, "m/s")
show("prefactor nu1 (one spin)", NU1, "1/s")
show("prefactor nu2", NU2, "1/s")
show("direct exponent 2 kappa d", exponent)
show("trap exponent kappa d", exponent / 2)
show("direct transmission T", t_direct)
show("best position, g=1, formula", best_position(1), "nm", ".3f")
show("best position, g=1, wave problem", x_wave, "nm", ".3f")
show("best rate, g=1, wave problem", r_wave, "1/s")
show("slope ratio trap/direct, wave problem", slope_trap / slope_direct,
     "", ".4f")
show("best position, g=2", x_best, "nm", ".3f")
show("entrance rate there, g=2", SPIN * g1, "1/s")
show("exit rate there", g2, "1/s")
show("trap occupation there", occupation)
show("best rate R_max, g=2", r_best, "1/s")
show("current through one trap", r_best * sc.e * 1e15, "fA")
show("rate 0.5 nm off best position", off_centre, "1/s")
show("gain if exit alone is 10x faster", faster_exit)
show("effective trap layer pi/(2 kappa)", layer, "nm")
show("direct current density", flow_direct * sc.e * 1e14, "A/cm2")
show("area with equal direct current", equal_area, "um2")
show("energy loss in unequal-kappa case", loss, "eV")
show("entrance/exit ratio in that case", ratio5)
show("exponent fraction in that case", fraction)
show("oxide field", field, "MV/cm")
show("rough breakdown field (input)", BREAKDOWN, "MV/cm")
show("rate change factor from 0.2 V tilt", tilt[BIAS][1] / r_wave)
show("position shift from 0.2 V tilt", tilt[BIAS][0] - x_wave, "nm", ".3f")
show("thermal occupation factor", thermal)
show("thermal escape rate from trap", escape, "1/s")
show("image lowering at mid-oxide", image_lowering(0.5), "eV")
show("direct exponent with image force", exponent_image)
show("oxide gap (input)", GAP, "eV")
show("direct exponent, two-band dispersion", exponent_gap)
show("best rate with 3D spreading", r_spread, "1/s")
show("3D spreading factor", r_spread / r_best)
show("entrance/exit ratio at 3D optimum", pair3[0] / pair3[1])
show("relaxation energy (input)", RELAX, "eV")
show("Marcus factor", marcus)
show("rate with spreading and relaxation", r_spread * marcus, "1/s")
show("equal direct area with both", equal_area_real, "um2")
show("trap density (input)", TRAPS, "1/(cm3 eV)")
show("active traps per area", sheet, "1/cm2")
show("ideal trap current density", sheet * r_best * sc.e, "A/cm2")
show("same with spreading and relaxation",
     sheet * r_spread * marcus * sc.e, "A/cm2")
print("no test failed")
```

Printed output:

```
oxide thickness d: 5 nm
barrier height phi at trap energy: 2.4 eV
oxide tunnelling mass: 0.3 m0
contact kinetic energy: 0.9 eV
contact mass: 0.35 m0
metal kinetic energy: 7 eV
metal mass: 1 m0
voltage across oxide: 0.2 V
temperature: 300 K
decay constant kappa: 4.347 1/nm
oxide velocity scale u: 1.678e+06 m/s
contact velocity v1: 9.511e+05 m/s
metal velocity v2: 1.569e+06 m/s
prefactor nu1 (one spin): 1.252e+16 1/s
prefactor nu2: 1.455e+16 1/s
direct exponent 2 kappa d: 43.47
trap exponent kappa d: 21.74
direct transmission T: 4.52e-19
best position, g=1, formula: 2.491 nm
best position, g=1, wave problem: 2.491 nm
best rate, g=1, wave problem: 2.451e+06 1/s
slope ratio trap/direct, wave problem: 0.5000
best position, g=2: 2.531 nm
entrance rate there, g=2: 6.934e+06 1/s
exit rate there: 6.934e+06 1/s
trap occupation there: 0.5
best rate R_max, g=2: 3.467e+06 1/s
current through one trap: 555.5 fA
rate 0.5 nm off best position: 8.974e+04 1/s
gain if exit alone is 10x faster: 1.818
effective trap layer pi/(2 kappa): 0.3613 nm
direct current density: 5.443e-11 A/cm2
area with equal direct current: 1.021e+06 um2
energy loss in unequal-kappa case: 0.5 eV
entrance/exit ratio in that case: 0.9097
exponent fraction in that case: 0.5236
oxide field: 0.4 MV/cm
rough breakdown field (input): 8 MV/cm
rate change factor from 0.2 V tilt: 0.9976
position shift from 0.2 V tilt: -0.027 nm
thermal occupation factor: 0.9542
thermal escape rate from trap: 4.806e-28 1/s
image lowering at mid-oxide: 0.06654 eV
direct exponent with image force: 40.68
oxide gap (input): 6.6 eV
direct exponent, two-band dispersion: 34.68
best rate with 3D spreading: 1.501e+05 1/s
3D spreading factor: 0.04328
entrance/exit ratio at 3D optimum: 0.9922
relaxation energy (input): 1 eV
Marcus factor: 5.388e-05
rate with spreading and relaxation: 8.086 1/s
equal direct area with both: 2.38 um2
trap density (input): 1e+18 1/(cm3 eV)
active traps per area: 7.227e+09 1/cm2
ideal trap current density: 0.004014 A/cm2
same with spreading and relaxation: 9.362e-09 A/cm2
no test failed
```
